# A straight Boltzmann plot does not prove the electron temperature

Take a low-density hydrogen plasma whose electrons are Maxwellian with $kT_e=3$ eV. Measure four Balmer lines, make a Boltzmann plot, and read the temperature from its slope. In the model worked out below, the points lie close to a straight line and the answer is 1.07 eV if the sublevels of each level are mixed, or 1.7 eV if they are not. Any excitation or ionization rate then calculated from that temperature starts from an electron energy scale almost three times too small in the first case and almost two times too small in the second. Nothing in the straightness of the plot warns of the error.

## What the plot measures, and why it persuades

Let level $p$ have energy $E_p$ above the ground state, statistical weight $g_p$ and population density $n_p$. For an optically thin line from $p$ to $k$, the photon emission rate per unit volume is

$$I_{pk}=n_pA_{pk},$$

where $A_{pk}$ is the spontaneous transition probability. Dividing by $g_pA_{pk}$ gives the ordinate of the plot,

$$y_p=\ln\frac{I_{pk}}{g_pA_{pk}}=\ln\frac{n_p}{g_p}.$$

If the detector records energy instead of photons, each signal carries a further factor $hc/\lambda$, and must first be multiplied by $\lambda$. A calibration factor common to all lines shifts every $y_p$ equally and leaves the slope alone.

Suppose the levels are populated according to Boltzmann's law at the electron temperature:

$$\frac{n_p}{g_p}=\frac{n_1}{g_1}e^{-E_p/kT_e}.$$

Then

$$y_p=\ln\frac{n_1}{g_1}-\frac{E_p}{kT_e},$$

which is a straight line of slope $-1/kT_e$. The belief comes from running this argument backwards: the plot is straight, so the populations must be Boltzmann populations, so the slope must give $T_e$.

The backward argument fails already as logic. Write the true populations as Boltzmann populations times a departure factor $b_p$:

$$\frac{n_p}{g_p}=\frac{n_1}{g_1}e^{-E_p/kT_e}\,b_p.$$

If $b_p=Ce^{sE_p}$, with $C$ and $s$ constant, then

$$y_p=\ln\frac{Cn_1}{g_1}-\left(\frac{1}{kT_e}-s\right)E_p.$$

This is perfectly straight, with the wrong slope unless $s=0$. Straightness tests whether $\ln b_p$ is linear in energy. It does not test whether $b_p$ is constant. What remains is to see whether a real excitation mechanism produces such a factor.

## The departure factor in corona balance

In corona balance, electrons excite atoms from the ground state, and the excited atoms decay by radiation before another collision disturbs them. Leave out recombination into excited levels and, for now, cascades from higher levels. With electron density $n_e$, excitation rate coefficient $K_{1p}$ and total decay rate $A_p=\sum_kA_{pk}$, equality of gain and loss reads

$$n_en_1K_{1p}=n_pA_p,\qquad\text{so}\qquad n_p=\frac{n_en_1K_{1p}}{A_p}.$$

To compare this with Boltzmann's law, $K_{1p}$ must be related to the de-excitation coefficient $K_{p1}$. An electron that excites the atom arrives with energy $\varepsilon$ and leaves with $\varepsilon'=\varepsilon-E_p$. Reciprocity of the forward and reverse cross sections states that

$$g_1\,\varepsilon\,\sigma_{1p}(\varepsilon)=g_p\,\varepsilon'\,\sigma_{p1}(\varepsilon').$$

A rate coefficient is the average of cross section times speed. The speed is proportional to $\sqrt\varepsilon$, and the Maxwellian energy distribution to $\sqrt\varepsilon\,e^{-\varepsilon/kT_e}$. With one constant $c(T_e)$ for both directions,

$$K_{1p}=c\int_{E_p}^{\infty}\sigma_{1p}(\varepsilon)\,\varepsilon\,e^{-\varepsilon/kT_e}\,d\varepsilon.$$

Insert reciprocity and change the variable to $\varepsilon'$, for which $d\varepsilon=d\varepsilon'$ and the lower limit becomes zero:

$$K_{1p}=\frac{g_p}{g_1}e^{-E_p/kT_e}\;c\int_0^\infty\sigma_{p1}(\varepsilon')\,\varepsilon'\,e^{-\varepsilon'/kT_e}\,d\varepsilon'
=\frac{g_p}{g_1}e^{-E_p/kT_e}K_{p1}.$$

This relation needs Maxwellian electrons, but not Boltzmann populations of the atom. Substituting it into the corona balance and dividing by $g_p$ gives

$$\frac{n_p}{g_p}=\frac{n_1}{g_1}e^{-E_p/kT_e}\,b_p,\qquad b_p=\frac{n_eK_{p1}}{A_p}.$$

The Boltzmann exponential is present, with the true electron temperature in it. On its own it would give a straight line with the right slope. But it is multiplied by a ratio of collisional to radiative decay, and that ratio belongs to the individual level. The plot still looks thermal if the logarithm of this ratio is itself nearly linear in energy over the levels used. The density $n_e$ is common to all levels, so it moves the plot vertically without changing its slope.

## The apparent temperature

A least-squares line through points $(E_p,y_p)$ has slope

$$m[y]=\frac{\sum_p(E_p-\bar E)\,y_p}{\sum_p(E_p-\bar E)^2},$$

where $\bar E$ is the mean of the energies used. This is linear in the ordinates, it gives zero for a constant, and it gives one for $y_p=E_p$. Apply it to

$$y_p=\ln\frac{n_en_1}{g_1}-\frac{E_p}{kT_e}+\ln\frac{K_{p1}}{A_p},$$

and define the apparent temperature by $m[y]=-1/kT_{\rm app}$. The result is

$$\frac{1}{kT_{\rm app}}=\frac{1}{kT_e}-s,\qquad s=m\!\left[\ln\frac{K_{p1}}{A_p}\right].$$

If $K_{p1}/A_p$ falls with energy, $s$ is negative and the plasma looks too cold. If the ratio rises, with $0<s<1/kT_e$, it looks too hot. At $s=1/kT_e$ the plot is flat, and beyond that it slopes upward and defines no positive temperature. A common value of $K_{p1}/A_p$ ensures $T_{\rm app}=T_e$. An accidental zero of the fitted slope $s$ would do so too.

## Hydrogen at 3 eV

Consider the Balmer lines from $n=3$ to $n=6$. The atom is nonrelativistic with an infinitely heavy nucleus, and excitation from $1s$ is computed in the plane-wave Born approximation. The sublevels of each $n$ are taken to be populated in proportion to their weights, so that $A_n$ is a weighted average over them and $g_n=2n^2$. The numerical output gives:

| $n$ | $E_n$ (eV) | $K_{n1}$ (m³/s) | $A_n$ (s⁻¹) | $y_n-y_3$ |
|---|---|---|---|---|
| 3 | 12.094 | $1.149\times10^{-15}$ | $9.99\times10^7$ | 0 |
| 4 | 12.755 | $2.445\times10^{-16}$ | $3.02\times10^7$ | −0.572 |
| 5 | 13.062 | $7.63\times10^{-17}$ | $1.156\times10^7$ | −0.878 |
| 6 | 13.228 | $2.99\times10^{-17}$ | $5.19\times10^6$ | −1.071 |

The last ordinate can be followed by hand. The Boltzmann exponential contributes

$$-\frac{13.228-12.094}{3}=-0.378.$$

From $n=3$ to $n=6$, $K_{n1}$ falls by a factor of 38.4 and $A_n$ by a factor of 19.2. Their ratio therefore falls by a factor of 2.00, which contributes $-\ln2.00=-0.693$. The sum is $-1.071$. Nearly two thirds of the drop that the plot attributes to temperature comes from the level dependence of the rates.

The fit to all four points tells the same story. The slope of $\ln K_{n1}$ is $-3.093$ eV⁻¹ and that of $-\ln A_n$ is $+2.493$ eV⁻¹. These large slopes mostly cancel, but the remainder, $s=-0.600$ eV⁻¹, is larger in magnitude than the quantity sought, $1/kT_e=0.333$ eV⁻¹. Hence

$$\frac{1}{kT_{\rm app}}=0.333+0.600=0.933\ \text{eV}^{-1},\qquad kT_{\rm app}=1.07\ \text{eV}.$$

In kelvin, the apparent temperature is about 12,400 K and the true one about 34,800 K.

The plot looks convincing. Its squared correlation coefficient is $R^2=0.997$, and the largest residual is 0.031 in the logarithm, or about 3% in intensity. An intensity uncertainty of 5% would be larger than this curvature. The usual standard error, computed from the scatter about the line, is 0.04 eV, while the actual error is 1.93 eV. There is no contradiction: the standard error describes how well a line fits the points, and says nothing about whether the slope of that line is $-1/kT_e$.

## Without mixing, and with cascades

The equal-weight assumption needs some process that mixes the sublevels. If that process is collisions, it sits uneasily with corona balance, which assumes few of them. Rough estimates put the proton density at which $3p$ is mixed as fast as it decays at $2$–$9\times10^{16}$ m⁻³, for ion temperatures of 0.1–3 eV. Electron collisions move atoms out of $n=6$ as fast as they radiate by about $3\times10^{16}$ m⁻³. Collisions therefore leave no clear range of density in which all four levels are both mixed and coronal: the mixed case is an idealisation, and well below these densities the unmixed case is the relevant one. The opposite limit, with no mixing, is therefore a necessary check. Each sublevel $n\ell$ then has its own balance, $n_{n\ell}=n_en_1K_{1,n\ell}/A_{n\ell}$, and the unresolved Balmer line has the photon rate

$$I_{n2}=n_en_1\sum_\ell K_{1,n\ell}\frac{A_{n\ell\to2}}{A_{n\ell}}.$$

If this is still divided by $g_n$ and the averaged $A_{n2}$, the resulting plot gives 1.71 eV with $R^2=0.99998$. It is straighter than the mixed plot, and its temperature is still 43% below the true value. Even a much better straight line is no certificate.

Cascades add feeding from above. Including levels up to $n=8$ gives 1.60 eV without mixing and 1.08 eV with it. Neither sum has converged at $n=8$: stopping at $n=7$ gives 1.59 and 1.04 eV, and extending it to $n=24$ gives 1.64 and 1.16 eV, both still rising slowly. The large discrepancy from 3 eV remains in all these low-density cases.

## When the slope becomes right

Now add collisional de-excitation to the ground state, still without cascades:

$$n_en_1K_{1p}=n_p\,(A_p+n_eK_{p1}).$$

Solve for $n_p$, use the relation between $K_{1p}$ and $K_{p1}$, and divide numerator and denominator by $A_p$. The departure factor becomes

$$b_p=\frac{n_eK_{p1}}{A_p+n_eK_{p1}}=\frac{x_p}{1+x_p},\qquad x_p=\frac{n_eK_{p1}}{A_p}.$$

For $x_p\ll1$ this returns the corona result. For $x_p\gg1$ it tends to one for every level, and the plot gives $T_e$. The numerical high-density limit, with cascades included, indeed returns 3.00 eV. This limit checks the mechanism only: in this model $x_3=1$ needs $n_e\approx9\times10^{22}$ m⁻³, and collisions between excited levels, which set in at far lower density, have been left out. Nor does high density alone guarantee the right slope. If those collisions carry atoms up the ladder of levels and out of it, with no recombination to return them, the apparent temperature falls instead, to roughly 0.3 eV above $10^{19}$ m⁻³. The plot gives $T_e$ only when the upward flow is balanced by a downward one.

## What can be recovered from the slope

At low density the slope still contains information, but it must be read through a population model. Rearranging the result gives

$$\frac{1}{kT_e}=\frac{1}{kT_{\rm app}}+s(T_e),$$

to be solved self-consistently, since $K_{p1}$ depends on $T_e$. The sensitivity is poor. In the mixed model without cascades, raising $kT_e$ from 2 to 8 eV raises $kT_{\rm app}$ only from 0.91 to 1.35 eV. The reason is visible in the formula: $-s$ stays near 0.6 eV⁻¹ over this range, while $1/kT_e$ shrinks from 0.5 to 0.125 eV⁻¹ and matters less and less.

To see how errors grow, hold $s$ fixed and differentiate:

$$\frac{dT_e}{T_e^2}=\frac{dT_{\rm app}}{T_{\rm app}^2},\qquad\text{so}\qquad \frac{dT_e}{T_e}=\frac{T_e}{T_{\rm app}}\,\frac{dT_{\rm app}}{T_{\rm app}}.$$

At 3 eV the relative error is multiplied by $3/1.07=2.8$, or by 2.9 when the slow change of $s$ with $T_e$ is kept. An error in the atomic data enters as well. At fixed $T_{\rm app}$, a small change $\delta s$ gives $\delta(kT_e)=-(kT_e)^2\,\delta s$, so an error of 0.05 eV⁻¹ in $s$ moves the inferred temperature by about 0.45 eV to first order; the self-consistent shifts are $-0.40$ eV for $\delta s=+0.05$ eV⁻¹ and $+0.56$ eV for $\delta s=-0.05$ eV⁻¹.

This matters because Born cross sections are approximate near threshold, where much of the excitation at 3 eV takes place: 43% of $K_{13}$ comes from within $kT_e$ of it. Two simple corrections, Ochkur exchange and BE scaling, give apparent temperatures of 1.07 and 1.09 eV with mixing and 1.64 and 1.75 eV without, and neither is exact near threshold. The model also omits excitation by dissociation of molecules, stepwise excitation, reabsorption of Lyman lines and non-Maxwellian electrons. Recombination into excited levels is left out too, and it can change the slope where ions greatly outnumber atoms. Its numbers are therefore not a correction table for a discharge. To call the slope an electron temperature, one needs separate evidence that the levels used share a common departure factor, or a population model that supplies the factors. The straightness of the line provides neither.

## Computed results

```
Input electron temperature kTe = 3.000 eV
Balmer upper levels; wavelengths are vacuum values
n=3: E=12.0939 eV, lambda=656.11 nm, g=18
  A_n2=4.4126e+07 s^-1, A_n=9.9907e+07 s^-1
  K_1n=1.8360e-16 m^3/s, K_n1=1.1492e-15 m^3/s
  n_n/(n_e n_1)=1.8377e-24 m^3, K_n1/A_n=1.1503e-23 m^3
  plot ordinate relative to n=3: 0.0000, residual: -0.0144 (dimensionless)
n=4: E=12.7553 eV, lambda=486.01 nm, g=32
  A_n2=8.4239e+06 s^-1, A_n=3.0207e+07 s^-1
  K_1n=5.5706e-17 m^3/s, K_n1=2.4452e-16 m^3/s
  n_n/(n_e n_1)=1.8442e-24 m^3, K_n1/A_n=8.0948e-24 m^3
  plot ordinate relative to n=3: -0.5719, residual: 0.0309 (dimensionless)
n=5: E=13.0615 eV, lambda=433.94 nm, g=50
  A_n2=2.5318e+06 s^-1, A_n=1.1562e+07 s^-1
  K_1n=2.4534e-17 m^3/s, K_n1=7.6325e-17 m^3/s
  n_n/(n_e n_1)=2.1220e-24 m^3, K_n1/A_n=6.6015e-24 m^3
  plot ordinate relative to n=3: -0.8778, residual: 0.0106 (dimensionless)
n=6: E=13.2278 eV, lambda=410.07 nm, g=72
  A_n2=9.7372e+05 s^-1, A_n=5.1948e+06 s^-1
  K_1n=1.3089e-17 m^3/s, K_n1=2.9890e-17 m^3/s
  n_n/(n_e n_1)=2.5196e-24 m^3, K_n1/A_n=5.7537e-24 m^3
  plot ordinate relative to n=3: -1.0707, residual: -0.0271 (dimensionless)
Main case: mixed sublevels, no cascades
Apparent temperature from fit = 1.0716 eV
Apparent temperature from formula = 1.0716 eV
Apparent temperature = 12435 K
True electron temperature = 34814 K
Ratio T_app/Te = 0.3572 (dimensionless)
R squared = 0.99694 (dimensionless)
Largest absolute residual = 0.0309 in ln units
Naive standard error of T_app = 0.0420 eV
True inverse temperature 1/kTe = 0.3333 eV^-1
Slope of ln K_n1 = -3.0930 eV^-1
Slope of -ln A_n = 2.4932 eV^-1
Their sum s = -0.5999 eV^-1
Robustness at the same kTe
Mixed, cascades to n=7: T_app=1.0438 eV, R2=0.98981
Mixed, cascades to n=8: T_app=1.0791 eV, R2=0.99266
Unmixed, no cascades: T_app=1.7051 eV, R2=0.99998
Unmixed, cascades to n=8: T_app=1.6000 eV, R2=0.99958
Formal high-density limit: T_app=3.0000 eV
Main-case response to true electron temperature
kTe=2.0 eV: T_app=0.9129 eV, R2=0.99777
kTe=3.0 eV: T_app=1.0716 eV, R2=0.99694
kTe=5.0 eV: T_app=1.2398 eV, R2=0.99592
kTe=8.0 eV: T_app=1.3536 eV, R2=0.99517
```
